# Why semilocal functionals push CO towards hollow sites on Pt(111)

**Question.** Slab calculations with common semilocal functionals such as PBE place CO in a hollow of Pt(111), whereas the molecule is found on top of a Pt atom. The usual explanation is that the CO 2π* level lies too low, so that back-donation from the metal is exaggerated, and most strongly where carbon has several metal neighbours. Does this argument hold, and how large an energy can it explain?

**Answer.** Begin with the free molecule, where the error can be isolated. Let \(q\) be the fraction of an electron added to 2π*, and let \(a=E(\mathrm{CO}^-)-E(\mathrm{CO})\) be the cost of a whole electron. A fractional charge is an average over systems with and without the extra electron, so the exact energy is a straight line:

\[
E(q)=(1-q)E(\mathrm{CO})+qE(\mathrm{CO}^-)=E(0)+aq .
\]

For a semilocal functional the slope is the orbital energy (Janak's theorem), \(dE/dq=\varepsilon_{2\pi^*}\), which rises as the orbital fills. To second order,

\[
E_{\rm sl}(q)-E(0)\simeq \varepsilon q+\tfrac12 Cq^2 .
\]

If the whole electron is priced correctly, then \(\varepsilon+C/2=a\), or \(C=2(a-\varepsilon)\). Subtracting the straight line gives the error

\[
E_{\rm sl}(q)-E(q)\simeq(\varepsilon-a)q+(a-\varepsilon)q^2=-(a-\varepsilon)\,q(1-q).
\]

This says what "too low" should mean. A low Kohn–Sham eigenvalue is not in itself an error: the exact Kohn–Sham LUMO also lies below the affinity level, because the exact potential jumps when the electron number passes an integer. The semilocal functional lacks that jump, and therefore undercharges for a fraction of an electron.

For CO with a bond length of 1.13 Å in the cc-pVDZ basis, PBE gives \(\varepsilon=-1.56\) eV, while CCSD(T) gives \(a=3.65\) eV. The difference is 5.2 eV. With \(q=0.4\) the formula predicts an error of \(-5.2\times0.4\times0.6=-1.25\) eV. With the charge spread evenly over the four 2π* spin orbitals, the computed PBE cost is 0.19 eV against 1.46 eV on the straight line, an error of \(-1.27\) eV. PBE prices a whole electron in one spin orbital much better, at 3.10 eV.

These attachment energies are not converged. The free anion is unbound, and the compact basis holds its electron near the molecule. The PBE attachment energy falls from 3.10 eV in cc-pVDZ to 2.42 eV in cc-pVTZ and 1.20 eV in aug-cc-pVDZ, whose diffuse functions let the electron spread out. The level moves less, from \(-1.56\) to \(-1.86\) and \(-2.02\) eV. It stays below the attachment energy in all three, but the gap shrinks from 4.7 to 4.3 and 3.2 eV, so the size of the error depends on the basis. The reference moves as well: in aug-cc-pVDZ, CCSD(T) gives \(a=1.80\) eV, so \(a-\varepsilon\) falls from 5.2 to 3.8 eV, and the error at \(q=0.4\) is \(-0.86\) eV, against \(-0.92\) eV from the formula.

**From the level to the adsorption energy**

On the metal, let \(f_m\) be the filling of each 2π* spin orbital and \(n=\sum_m f_m\) the total over all four. The metal is an electron reservoir with its Fermi level at zero, so the relevant energy is the grand potential \(\Omega\). It is stationary with respect to the electron density matrix. When the level \(\varepsilon\) moves, the first-order response of the electrons therefore contributes nothing, and only the explicit term \(\varepsilon n\) remains:

\[
\frac{d\Omega}{d\varepsilon}=n .
\]

Define \(G=\Omega_{\rm fcc}-\Omega_{\rm top}\), so that an increase of \(G\) favours the top site. Raising the level by \(\delta\) at fixed geometry gives

\[
\Delta G=\int_0^\delta\left[n_{\rm fcc}(\varepsilon+x)-n_{\rm top}(\varepsilon+x)\right]dx .
\]

A level that is too low thus favours whichever site has the larger 2π* charge. If the charges stayed equal over the whole shift, there would be no site error, however low the level.

A rigid shift is still not an energy functional for fractional charge. A DFT+U type penalty comes closer:

\[
E_U=\frac U2\sum_m f_m(1-f_m),\qquad
\frac{\partial E_U}{\partial f_m}=U\left(\tfrac12-f_m\right).
\]

It raises an empty level by \(U/2\) and costs nothing for an empty or full orbital. By the same stationarity argument, \(d\Omega/dU=\frac12\sum_m f_m(1-f_m)\). With four equal fillings \(f=n/4\), the first-order cost at each site is

\[
\Delta\Omega\simeq\frac U2\,4\,\frac n4\left(1-\frac n4\right)=\frac U2\,n\left(1-\frac n4\right).
\]

**Why the hollow holds more 2π\* charge**

Take one carbon–metal bond of length \(d\), at angle \(\theta\) to the surface normal and azimuth \(\phi\). The carbon p orbital along \(x\) has a component \(\sin\theta\cos\phi\) along the bond, which couples to a dσ orbital. The remainder is perpendicular and couples to a dπ orbital. These d orbitals are orthogonal, so the squared couplings add:

\[
V_x^2=\sin^2\theta\cos^2\phi\,V_{pd\sigma}^2+(1-\sin^2\theta\cos^2\phi)V_{pd\pi}^2 .
\]

For the \(y\) orbital, \(\cos^2\phi\) becomes \(\sin^2\phi\), and the average of the two contains \(\frac12\sin^2\theta\). Let the couplings decay as \(d^{-7/2}\) from their values at \(d_0\). For \(N\) equivalent bonds,

\[
V^2=N\left(\frac{d_0}{d}\right)^7\left[\tfrac12\sin^2\theta\,V_{pd\sigma}^2+\left(1-\tfrac12\sin^2\theta\right)V_{pd\pi}^2\right].
\]

On top, \(\theta=0\) for the atom beneath carbon, and only the weaker π overlap with it acts. In the hollow there are three bonds, and their tilt admits the stronger σ overlap.

The coupling fixes the charge. To first order, an occupied metal state of energy \(E_k\) acquires a 2π* amplitude \(V_k/(E_k-\varepsilon)\). Summing the squares gives

\[
f\simeq\sum_{k\,\rm occ}\frac{|V_k|^2}{(\varepsilon-E_k)^2}.
\]

The filling grows with \(V^2\) and falls as the level rises. This is the regime of weak coupling and a level well above the occupied band; the charges below come from full diagonalization.

**A model surface**

The example is a d-band tight-binding slab with a 3×3 cell, three layers and nine d electrons per atom. Its round parameters lie in the rough regime of Pt(111): Pt–Pt distance 2.77 Å, C–Pt distances 1.85 Å on top and 2.10 Å in the fcc hollow, \(d_0=1.85\) Å, \(V_{pd\sigma}=-2.4\) eV and \(V_{pd\pi}=1.1\) eV. The 5σ and 2π* levels are at \(-4\) and \(+3\) eV, close to the PBE molecular gap of 7.07 eV.

On top, \(V^2=1.1^2=1.21\) eV². In the hollow, the lateral C–Pt distance is \(2.77/\sqrt3=1.60\) Å, so \(\sin^2\theta=(1.60/2.10)^2=0.58\) and

\[
V^2=3\left(\frac{1.85}{2.10}\right)^7\left[0.29(2.4)^2+0.71(1.1)^2\right]
=3.12\ \mathrm{eV^2}.
\]

The longer bonds reduce each squared coupling by a factor of 0.41, but the total is still 2.58 times the top value. The 2π* charges are 0.176 electrons on top, 0.323 at the bridge and 0.395 in the hollow.

A control separates coupling strength from other differences between the sites. When the hollow coupling is scaled down to the total strength of the top site, the excess charge falls from 0.219 to 0.006 electrons. In this model, then, the larger coupling accounts for nearly all of the excess.

Now raise 2π* by a chosen 1 eV. The first-order estimate is \(\Delta G=1\times0.219=0.219\) eV. The charges shrink as the level rises, to 0.121 and 0.287 electrons, so the full change is smaller: 0.191 eV, both from the energies and from the charge integral. The weak-coupling formula gives the direction and rough size of the reduction. For metal states a distance \(D\) below the level,

\[
\int_0^\delta\frac{dx}{(D+x)^2}=\frac1D-\frac1{D+\delta}=\frac{\delta}{D(D+\delta)},
\]

which is the first-order value \(\delta/D^2\) times \(D/(D+\delta)\). Measured from the d-band centre at \(-2.26\) eV, \(D=5.26\) eV and this factor is 0.84, against the computed \(0.191/0.219=0.87\). The agreement is only rough: summed over the actual occupied states, the weak-coupling limit gives a factor of 0.81 and overestimates the charges, at 0.197 on top and 0.523 in the hollow. For large \(\delta\) the integral saturates, because no back-donation is left to remove.

The penalty with \(U=2\) eV gives to first order

\[
\Delta G\simeq0.395(1-0.099)-0.176(1-0.044)=0.188\ \mathrm{eV},
\]

and 0.173 eV self-consistently. At 500 K, where \(k_BT=0.043\) eV, this lowers the fcc-to-top population ratio by a factor \(e^{0.173/0.043}\approx56\), if coverage is low and all other site energies are held fixed. These values shift slightly with slab thickness: nine layers and an 8×8 k mesh give 0.185 eV for the rigid rise, 0.168 eV for the penalty and a factor of about 49.

**The 5σ error**

PBE also places 5σ too high as a removal level: \(-8.6\) eV in cc-pVDZ and \(-9.0\) eV in aug-cc-pVDZ, against a measured ionization energy of roughly 14 eV. Let \(h\) be the charge lost by 5σ. Relative to free CO with its two 5σ electrons, the energy slope is \((2-h)-2=-h\), so lowering the level costs energy in proportion to \(h\). In the d-band model the loss is larger on top, 0.540 against 0.441 electrons. Lowering 5σ therefore moves \(G\) towards the hollow. For 1 eV the first-order estimate is \(0.441-0.540=-0.099\) eV. The full change is \(-0.156\) eV, so the difference in \(h\), averaged over the shift, is larger than at its start. This value is sensitive to the slab: five layers and a 4×4 k mesh give \(-0.202\) eV. Equal rigid corrections of 1 eV to the two levels therefore nearly cancel in this model. Their sum is \(0.191-0.156=0.035\) eV here, but \(-0.016\) eV with five layers and a 4×4 k mesh, so even its sign is not settled; nine layers give \(-0.219\) eV for 5σ and a sum of \(-0.035\) eV. The near-cancellation also depends on where 5σ is placed. It persists with the level at \(-5\) or \(-7\) eV in the three-layer slab, but at \(-3\) eV the losses are almost equal (0.691 on top, 0.705 in the hollow) and lowering 5σ by 1 eV changes \(G\) by only \(-0.039\) eV.

The opposition itself weakens when 5σ also couples to a metal s band, and can reverse. With rough couplings of 2 eV from both the s and the p part of 5σ to the nearest metal s orbitals (at \(d_0\), decaying as \(d^{-2}\)), its loss becomes larger in the hollow (0.648 against 0.606 electrons), and lowering 5σ by 1 eV changes \(G\) by about \(+0.02\) eV. With couplings of 1 eV the loss stays larger on top (0.559 against 0.520) and the change is \(-0.08\) eV. The model therefore does not establish the sign of the 5σ effect on real Pt(111).

The form of the fractional-charge error matters here. The molecular error derived above follows \(q(1-q)\) in the total added charge, not \(n(1-n/4)\). With a prefactor of 1 eV, its first-order contribution from 2π* is

\[
0.395(0.605)-0.176(0.824)=0.094\ \mathrm{eV}.
\]

The analogous 5σ term, \(h(1-h)\), is 0.247 eV in the hollow and 0.248 eV on top. It almost drops out only because the two losses in this model happen to lie on either side of \(h=\tfrac12\), about which \(h(1-h)\) is symmetric. This estimate treats the two channels as independent, which they are not on a surface. It indicates that 2π* can dominate, but does not prove it.

**How far this carries over to Pt(111)**

The hollow preference in PBE slab calculations is roughly 0.1–0.2 eV, the same size as the model's shift. That agreement is not a prediction, since the 1 eV correction was chosen. The gas-phase error, 5.2 eV in the compact cc-pVDZ basis, cannot be transferred directly: a classical image shift at 2.0 Å already lowers the attachment level by 1.8 eV, and the remaining 3.4 eV still does not determine the right correction.

The largest omission sized here is the metal s band. With rough couplings to the nearest atoms it raises the excess 2π* charge from 0.219 to 0.377 electrons, because by symmetry the s orbital of the atom beneath a top-site molecule cannot couple to 2π*, whereas those of the three neighbours in the hollow can. The s orbitals of the surrounding atoms do couple on top; including those within 3.6 Å of carbon at both sites gives 0.329. The d-band model couples CO only to the nearest metal atoms; extending its d couplings to 3.6 Å from carbon changes the excess from 0.219 to 0.227. Including the oxygen end of 2π*, with nearest atoms only, lowers it to 0.184; a thicker slab with a finer k mesh gives 0.213. Spin–orbit coupling and site-dependent vibrations are left out. So are Pauli repulsion, electrostatics and relaxation, which is why the model gives a change of \(G\) and not the preferred site itself.

The usual explanation therefore has the right direction: undercharging for 2π* electrons favours the hollow, because more of them are there. It is a sufficient cause only if this error outweighs any opposing errors in 5σ and in the metal. Slab calculations in which a DFT+U type term raises 2π* alone are known to move the preference to the top site. They show that such a correction can suffice, not that 2π* is the sole source of the error. The remaining d-band and CO parameters are listed in the numerical output.

## Numbers as computed

```
CO bond length: 1.13 angstrom; basis cc-pVDZ
PBE 5sigma, 2pi* levels: -8.63, -1.56 eV
PBE0 5sigma, 2pi* levels: -10.45, -0.32 eV
HF 5sigma, 2pi* levels: -14.94, 4.19 eV
PBE 5sigma-2pi* gap: 7.07 eV
Attachment energy E(CO-)-E(CO), PBE: 3.10 eV
Attachment energy, CCSD(T): 3.65 eV
PBE 2pi* below CCSD(T) attachment: 5.20 eV
PBE slope dE/dq at q=0: -1.55 eV
Cost of q=0.4, PBE: 0.19 eV
Cost of q=0.4, straight line CCSD(T): 1.46 eV
cc-pVTZ PBE 2pi*, attachment: -1.86, 2.42 eV
Carbon weight of 2pi* (PBE): 0.72
Slab: Pt-Pt 2.77 angstrom, 3x3 cell, 3 layers, 9 d electrons/atom
d-d sigma, pi, delta: -0.9, 0.6, -0.15 eV
p-d sigma, p-d pi, s-d sigma: -2.4, 1.1, -2.6 eV
Reference distance d0 of CO-d couplings: 1.85 angstrom
Model 5sigma, 2pi* levels: -4.0, 3.0 eV
Numerical broadening kT: 0.10 eV
d-band bottom, top: -6.25, 0.61 eV
d-band centre: -2.26 eV
top: C-Pt 1.85 angstrom, pi V^2 1.21 eV^2
top: sigma V^2 12.50 eV^2
top: 2pi* charge 0.176, 5sigma loss 0.540 electrons
bridge: C-Pt 2.02 angstrom, pi V^2 2.46 eV^2
bridge: sigma V^2 10.52 eV^2
bridge: 2pi* charge 0.323, 5sigma loss 0.457 electrons
fcc: C-Pt 2.10 angstrom, pi V^2 3.12 eV^2
fcc: sigma V^2 11.10 eV^2
fcc: 2pi* charge 0.395, 5sigma loss 0.441 electrons
Ratio of pi V^2, fcc/top: 2.58
Excess 2pi* charge, fcc-top: 0.219 electrons
Same, hollow coupling cut to top strength: 0.006 electrons
2pi* raised by 1.0 eV: charge top 0.121, fcc 0.287
First-order change of G: 0.219 eV
Change of G, rigid rise: 0.191 eV
Integral of charge difference: 0.191 eV
Change of G, penalty U=2.0 eV: 0.173 eV
Penalised 2pi* charge top: 0.124 electrons
Penalised 2pi* charge fcc: 0.300 electrons
Change of G, 5sigma lowered by 1.0 eV: -0.156 eV
Population factor at 500 K from penalty: 5.6e+01
Excess charge with metal s band: 0.377 electrons
Excess charge with oxygen end: 0.184 electrons
Excess charge, 5 layers and 4x4 k mesh: 0.213 electrons
Excess charge, electrons at 500 K: 0.222 electrons
Image shift at 2.0 angstrom: 1.80 eV
```
